# Two Temperatures of a Phonon Gas with Mode-Dependent Lifetimes

## 1. What the form must be

Let the phonon modes $\lambda$ of a crystal depart slightly from equilibrium at $T_0$, so that each has its own temperature $T_0+\theta_\lambda$. One temperature $T_0+\theta$ is to represent them all. To first order $\theta$ is linear in the $\theta_\lambda$, and it must equal their common value when they agree. It is therefore a weighted mean. Splitting a group of modes into two identical halves must change nothing, so each weight is proportional to the heat capacity $c_\lambda$ of the mode, times at most a function of its other properties.

Dimensions suggest that function, and the energy balance in section 3 confirms it. If $\theta$ is to reproduce the energy density, the balance consists of terms $c_\lambda\theta_\lambda$, and the weight is $c_\lambda$. If $\theta$ is to make collisions conserve energy, the balance is one of power density. Its terms are heat capacity times temperature divided by time. When collisions are described by one lifetime $\tau_\lambda$ per mode, that is the natural time to use, and the weight is $c_\lambda/\tau_\lambda$. These are two different means of the same data.

## 2. Two groups of modes

Take a uniform crystal with two groups, of heat capacities $c_1,c_2$ per volume and rates $\gamma_i=1/\tau_i$. In the relaxation-time approximation each group relaxes towards a common temperature $\theta_p$:

$$\dot\theta_i=\gamma_i(\theta_p-\theta_i).$$

Phonon-phonon collisions move energy between modes but do not create it, so $c_1\dot\theta_1+c_2\dot\theta_2=0$. This fixes $\theta_p$. With $G=c_1\gamma_1+c_2\gamma_2$ and $C=c_1+c_2$,

$$\theta_p=\frac{c_1\gamma_1\theta_1+c_2\gamma_2\theta_2}{G},\qquad \theta_E=\frac{c_1\theta_1+c_2\theta_2}{C}.$$

The first is the pseudo-temperature. The second is the energy temperature, which an equilibrium gas of the same energy density would have.

Put the difference over the denominator $CG$. In the numerator the terms with $c_1^2$ and $c_2^2$ cancel, and what remains is $c_1c_2(\gamma_1\theta_1+\gamma_2\theta_2-\gamma_2\theta_1-\gamma_1\theta_2)$. Hence

$$\theta_p-\theta_E=\frac{c_1c_2(\gamma_1-\gamma_2)(\theta_1-\theta_2)}{CG}.$$

The difference needs both unequal rates and unequal temperatures. It is positive when the faster group is the hotter one.

To follow it in time, let $D=\theta_1-\theta_2$. From the formula for $\theta_p$,

$$\theta_p-\theta_1=-\frac{c_2\gamma_2D}{G},\qquad \theta_p-\theta_2=\frac{c_1\gamma_1D}{G}.$$

Multiply by $\gamma_1$ and $\gamma_2$ respectively and subtract:

$$\dot D=-\frac{\gamma_1\gamma_2(c_1+c_2)}{G}\,D .$$

So $\theta_E$ stays fixed while $\theta_p$ moves towards it exponentially. The pseudo-temperature can change in an isolated uniform crystal whose energy does not.

Limit: let $\gamma_2\to\infty$. Then $\theta_p\to\theta_2$, and the decay rate becomes $\gamma_1(c_1+c_2)/c_2$. The fast group sets the target. The slow group approaches it faster than $\gamma_1$ because the target moves to meet it.

## 3. Any spectrum, any departure

Now let $f_\lambda$ be the occupation of a mode with frequency $\omega_\lambda$ and velocity $\mathbf v_\lambda$, and $n(\omega,T)$ the Bose function. The Boltzmann equation is

$$\partial_tf_\lambda+\mathbf v_\lambda\cdot\nabla f_\lambda=\gamma_\lambda\,[n(\omega_\lambda,T_p)-f_\lambda]+\text{source}.$$

Multiply by $\hbar\omega_\lambda$ and sum over modes per volume. The left side becomes the rate of change of energy density plus the divergence of the heat flux. The source gives the heating power. Energy is then conserved if and only if the collision term sums to zero:

$$\sum_\lambda\hbar\omega_\lambda\gamma_\lambda\,n(\omega_\lambda,T_p)=\sum_\lambda\hbar\omega_\lambda\gamma_\lambda f_\lambda .$$

At given rates the left side rises steadily from zero to infinity with $T_p$, so there is one root. The energy temperature obeys the same equation without the factors $\gamma_\lambda$.

For small departures define $\theta_\lambda$ by $f_\lambda=n(\omega_\lambda,T_0+\theta_\lambda)$ and expand both sides. The terms at $T_0$ cancel, and $\hbar\omega_\lambda\,\partial n/\partial T=c_\lambda$, so

$$\theta_p=\frac{\sum c_\lambda\theta_\lambda/\tau_\lambda}{\sum c_\lambda/\tau_\lambda},\qquad \theta_E=\frac{\sum c_\lambda\theta_\lambda}{\sum c_\lambda}.$$

Rates that depend on temperature may be taken at $T_0$, because they multiply $n-f$, which is already of first order.

Write $C=\sum c_\lambda$ and let $\langle\cdot\rangle$ be the mean with weight $c_\lambda$. Then $\theta_p=\langle\gamma\theta\rangle/\langle\gamma\rangle$, $\theta_E=\langle\theta\rangle$, and

$$\theta_p-\theta_E=\frac{\langle\gamma\theta\rangle-\langle\gamma\rangle\langle\theta\rangle}{\langle\gamma\rangle}.$$

The numerator is the covariance of rate and mode temperature. The two temperatures agree if and only if it vanishes. Equal lifetimes are sufficient, and so is equilibrium.

A third case is a steady, uniform gradient without heating. There $\theta_\lambda=\theta_p-\tau_\lambda\mathbf v_\lambda\cdot\nabla T$. Modes with opposite velocities have equal $c$ and $\tau$, so the second term cancels in both means. A plain conductivity calculation therefore does not reveal the difference.

Suppose $\theta_E$ is nevertheless put into the collision term. Collisions then supply the power density

$$P=\sum c_\lambda\gamma_\lambda(\theta_E-\theta_\lambda)=G(\theta_E-\theta_p),\qquad G=\sum c_\lambda\gamma_\lambda=C\langle\gamma\rangle .$$

This is energy from nowhere, or lost to nowhere.

One qualification concerns the lifetime. Scattering by defects can be elastic. If it is written separately, as relaxation to the angular mean at the same frequency, it conserves energy at each frequency and drops out of the condition. The weight then contains the inelastic rate alone.

## 4. First numbers: a hot low-frequency band

The model crystal has three equal, isotropic acoustic branches with speed $v=6$ km/s, a Debye density of states $3\omega^2/(2\pi^2v^3)$ and a cutoff $\omega_D/2\pi=10$ THz. The rates are $\gamma=A\omega^2$, with $\tau=5$ ps at the cutoff. At $T_0=300$ K, quadrature over the spectrum gives $C=0.709$ MJ/(m³ K), $\langle\gamma\rangle=0.117$ ps⁻¹ and $G=83.05$ mW/(µm³ K).

Let all modes below 5 THz be 10 K hotter than the rest. They hold the fraction 0.1372 of $C$ but 0.0349 of $G$, since their rates are low. Hence

$$\theta_E=0.1372\times10\ \mathrm K=1.37\ \mathrm K,\qquad \theta_p=0.0349\times10\ \mathrm K=0.35\ \mathrm K.$$

Solving the two Bose equations of section 3 numerically, without linearizing, gives 1.372 K and 0.350 K, so linearization is harmless here.

The energy temperature is about four times the pseudo-temperature. Using it in the collision term would create $83.05\times(1.372-0.349)\approx85$ mW/µm³. At that initial rate the excess energy $C\theta_E$ would double in about 11 ps.

## 5. A steady heating grating

Next let the temperature vary in space. Heat is supplied as $Q(1+\cos qz)$, shared among modes in proportion to $c_\lambda$. A uniform sink with the same sharing removes the constant part $Q$ and holds the mean at $T_0$, which leaves the net source $Q\cos qz$. Each mode is then driven at the same rate $s=Q/C$, in kelvin per second. With $\mu$ the cosine of the angle between velocity and $z$, the complex amplitudes of $e^{iqz}$ obey

$$iqv\mu\,\theta=\gamma(\theta_p-\theta)+s .$$

Divide by $\gamma$ and set $x=qv\tau$, the mean free path times the wavenumber:

$$\theta(\mu)=\frac{\theta_p+s\tau}{1+ix\mu}.$$

In the average over directions the odd imaginary part vanishes:

$$a(x)=\frac12\int_{-1}^{1}\frac{d\mu}{1+ix\mu}=\int_0^1\frac{d\mu}{1+x^2\mu^2}=\frac{\arctan x}{x},\qquad \bar\theta=a(\theta_p+s\tau).$$

Energy conservation is $\langle\gamma(\theta_p-\bar\theta)\rangle=0$. Insert $\bar\theta$ and use $\gamma\tau=1$ to get $\theta_p\langle\gamma(1-a)\rangle=s\langle a\rangle$. So

$$\theta_p=s\,\frac{\langle a\rangle}{\langle\gamma(1-a)\rangle},\qquad \theta_E=\langle a\rangle\theta_p+s\langle a\tau\rangle .$$

The wrong closure replaces $\theta_p$ in the collision term by the mean $\langle\bar\theta\rangle$. Its temperature obeys $\theta_w=\langle a\rangle\theta_w+s\langle a\tau\rangle$, which gives

$$\theta_w=s\,\frac{\langle a\tau\rangle}{\langle1-a\rangle}.$$

### Long periods, when $\langle v^2\tau^2\rangle$ is finite

For $x\ll1$, $1-a\approx x^2/3$. Then $\gamma(1-a)\approx q^2v^2\tau/3$ and $\theta_p\approx3s/(q^2\langle v^2\tau\rangle)$. Comparison with Fourier's law, $\theta=Q/(\kappa q^2)$, gives the usual conductivity

$$\kappa=\tfrac13C\langle v^2\tau\rangle .$$

For the energy temperature, insert $s\approx q^2\langle v^2\tau\rangle\theta_p/3$:

$$\theta_E-\theta_p\approx-\tfrac13q^2\langle v^2\tau^2\rangle\theta_p+s\langle\tau\rangle=-\tfrac13q^2\theta_p\left[\langle v^2\tau^2\rangle-\langle v^2\tau\rangle\langle\tau\rangle\right].$$

The first term is a loss: modes with long free paths average over hot and cold regions. The second is a gain: directly heated modes with long lifetimes hold their heat longer. With one common lifetime they cancel, whatever the speeds.

The relative difference vanishes as $q^2$, which may seem to make the choice of temperature irrelevant. It does not, because the heating needed to maintain a given $\theta_p$ is also of order $q^2$. The false power $G(\theta_E-\theta_p)$ thus keeps a fixed ratio to $Q$ at long periods, however small $q$ becomes. In the same limit $\theta_w\approx3s\langle\tau\rangle/(q^2\langle v^2\tau^2\rangle)$, which corresponds to the false conductivity

$$\kappa_w=\frac{C\langle v^2\tau^2\rangle}{3\langle\tau\rangle}.$$

For equal speeds $\kappa_w/\kappa=\langle\tau^2\rangle/\langle\tau\rangle^2\ge1$, with equality when all lifetimes agree.

### Short periods, with a common speed

For $x\gg1$ in all modes, $a\approx\pi/(2x)=\pi\gamma/(2qv)$. Then $\langle a\rangle\approx\pi\langle\gamma\rangle/(2qv)$ and $\langle a\tau\rangle\approx\pi/(2qv)$, while $1-a\to1$. All three temperatures tend to $\pi s/(2qv)$. Most of the heat streams away before colliding, so the target term $\gamma\theta_p$ is small beside $s$ and the choice of target is immaterial. Collisions still limit the modes that travel almost along the crests: directions with $x|\mu|<1$ supply half of the amplitude. The merging depends on the common speed and on heating in proportion to $c_\lambda$.

## 6. When the lifetime spectrum has no second moment

The model of section 4 has $\tau\propto\omega^{-2}$ and $c\propto\omega^2$ at low frequency. The integrand of $\langle\tau\rangle$ is then constant there, and the mean is finite. That of $\langle\tau^2\rangle$ goes as $\omega^{-2}$ and diverges, so the $q^2$ law for $\theta_E-\theta_p$ fails.

Return to the unexpanded form,

$$1-\frac{\theta_E}{\theta_p}=\langle1-a\rangle-\frac{s}{\theta_p}\langle a\tau\rangle .$$

The last term is of order $q^2$, since $s/\theta_p\approx q^2v^2\langle\tau\rangle/3$. The first is dominated by frequencies near $(qv/A)^{1/2}$, where $x\approx1$. These are low for small $q$, so each mode has heat capacity $k_B$:

$$\langle1-a\rangle\approx\frac{3k_B}{2\pi^2v^3C}\int_0^\infty\omega^2(1-a)\,d\omega .$$

Change variable with $\omega=(qv/A)^{1/2}x^{-1/2}$. Then $\omega^2|d\omega|=\frac12(qv/A)^{3/2}x^{-5/2}dx$, and the integral needed is

$$J=\int_0^\infty x^{-5/2}(1-a)\,dx=\int_0^1d\mu\,\mu^2\int_0^\infty\frac{x^{-1/2}}{1+x^2\mu^2}\,dx .$$

Here $1-a=\int_0^1x^2\mu^2/(1+x^2\mu^2)\,d\mu$ was used. With $y=\mu x$ the inner integral is $\mu^{-1/2}\int_0^\infty y^{-1/2}/(1+y^2)\,dy=\mu^{-1/2}\pi/\sqrt2$. The remaining integral of $\mu^{3/2}$ is $2/5$, so $J=\sqrt2\,\pi/5$. Collecting factors,

$$1-\frac{\theta_E}{\theta_p}\;\to\;\frac{3k_B}{10\sqrt2\,\pi C}\left(\frac{q}{Av}\right)^{3/2}\qquad(q\to0).$$

The neglected terms of order $q^2$ are smaller by a factor of order $q^{1/2}$, so the law is reached slowly.

For the wrong closure the consequence is worse than a false conductivity. Dividing the formulas of section 5,

$$\frac{\theta_w}{\theta_p}=\frac{s}{\theta_p}\,\frac{\langle a\tau\rangle}{\langle1-a\rangle}\propto\frac{q^2}{q^{3/2}}=q^{1/2}.$$

The computed temperature falls ever further below the correct one as the period grows, and there is no Fourier limit. In a real crystal, something that limits the longest lifetimes would end this trend and make $\kappa_w$ finite again.

## 7. Numbers for a one-micrometre grating

Take a period of 1 µm, so $q=6.283$ µm⁻¹, and $Q=20$ mW/µm³. The spectrum has $\langle\tau\rangle=15.87$ ps, hence

$$\kappa=\tfrac13(0.7092\times10^6)(6000)^2(15.87\times10^{-12})=135\ \mathrm{W/(m\,K)}.$$

Fourier's law gives $Q/(\kappa q^2)=3.75$ K. Quadrature of the averages in section 5 gives

- $\theta_p=6.03$ K,
- $\theta_E=5.85$ K,
- $\theta_w=3.78$ K.

Modes below 4.3 THz have $x>1$ and carry less heat than Fourier's law assigns them. The amplitude $\theta_p$ therefore corresponds to an effective conductivity of 84 W/(m K).

The two legitimate temperatures differ by 0.18 K, or 3 % of $\theta_p$. Confusing them in the collision term lowers the answer by 37 %. The missing heat can be traced. With the wrong closure the flux carries away

$$Q+C\langle\gamma(\theta_w-\bar\theta)\rangle=Q+C\left[\theta_w\langle\gamma(1-a)\rangle-s\langle a\rangle\right].$$

Since $\langle\gamma(1-a)\rangle=s\langle a\rangle/\theta_p$ and $Cs=Q$, this equals $Q[1+\langle a\rangle(\theta_w/\theta_p-1)]$. With $\langle a\rangle=0.921$ and $\theta_w/\theta_p=0.628$, the collision term deletes $0.921\times0.372=34$ % of the heating.

The wrong result lies within 1 % of Fourier's value. This is a coincidence of the chosen period, as other periods show with the crystal held fixed:

| Period (µm) | $\theta_p$/Fourier | $\theta_E/\theta_p$ | $\theta_w/\theta_p$ |
|---|---|---|---|
| 0.1 | 4.36 | 0.961 | 0.94 |
| 1 | 1.61 | 0.971 | 0.63 |
| 10 | 1.16 | 0.997 | 0.27 |
| 100 | 1.05 | 1.000 | 0.09 |

At 100 µm the two temperatures agree to about one part in ten thousand, yet the wrong closure gives a tenth of the right amplitude. The last column falls by a factor 2.9 over the last decade, near the limiting $\sqrt{10}=3.2$.

The ratio $\theta_p$/Fourier approaches 1 slowly for a related reason. Modes below a frequency proportional to $q^{1/2}$ fail to carry their diffusive share. Fourier's law assigns them a constant heat flow per frequency interval, so the missing fraction also scales as $q^{1/2}$.

## 8. Beside a real crystal

The parameters are round values in the regime of a stiff crystalline semiconductor at room temperature, where conductivities of roughly 100 W/(m K) occur. The heating is far from gentle: over a depth of 1 µm it amounts to 2 MW/cm². The response is linear, so 1 mW/µm³ would give $\theta_p=0.30$ K. The uniform sink is a device of the model, and real gratings are often watched as they decay.

The omissions can be sized at the same period and total heating, each added alone:

- **Optical modes**, as many as the acoustic ones, at 15 THz with zero velocity and a 3 ps lifetime, give $\theta_p=6.24$ K and $\theta_E=6.08$ K. They lower $\theta_w$ to 2.65 K.
- **Slower modes near the cutoff**, with speed $v\sqrt{1-(\omega/\omega_D)^2}$ and unchanged heat capacities, give 11.3 K and 10.9 K.
- **Elastic scattering** at a rate $\gamma_e$ changes the mode mean to $\bar\theta=a(\gamma\theta_p+s)/(\gamma+\gamma_e-a\gamma_e)$, with $a$ taken at $qv/(\gamma+\gamma_e)$. A boundary rate $v/(10\ \text{µm})$ gives 6.06 K and 5.89 K. Point defects with rate $0.02\,(\omega/\omega_D)^4$ ps⁻¹ give 6.29 K and 6.10 K.

At the sizes chosen here the constant group speed is the weakest of these assumptions: relaxing it nearly doubles the amplitude in this estimate. The estimate is rough, because a consistent dispersion would also change the density of states and with it the heat capacities. A sine dispersion with the same low-frequency speed and the same $A$ gives $\theta_p=7.4$ K if its maximum frequency is kept at 10 THz, and 15.2 K if its number of modes is kept instead. The gap between $\theta_E$ and $\theta_p$ stays near 3 % of $\theta_p$ in the four listed cases, but this is not a general value: it is 1.3 % and 2.8 % for the two sine dispersions, and 1.2 % for a boundary length of 0.1 µm, which also raises $\theta_p$ to 9.9 K.

Two smaller matters are under control. If rates grow in proportion to $T$, they change by 2 % at the crest. At the cutoff $\omega\tau=314$, so the modes are well-defined quasiparticles.

Two others are not sized here. Heating may favour particular modes instead of following $c_\lambda$, which changes $s$ from mode to mode. And the full collision matrix, which couples each mode to particular others, has been replaced by relaxation to a single target. That matrix conserves energy by itself and needs no pseudo-temperature; a target temperature is the price of replacing the matrix by one lifetime per mode.
